# Pull-In of a Voltage-Driven Parallel Plate Across an Air Gap

When a static solver for a movable electrode over an air gap stops converging as the voltage is raised, the user must decide whether to refine the solver or accept that no rest position exists. For a rigid plate on a linear spring the decision has a closed form. A stable rest position exists below

$$V_{PI}=\sqrt{\frac{8Kg^3}{27\,\varepsilon_0A}},$$

and its travel stays below $g/3$. Above $V_{PI}$ no refinement will find a balance within the gap. A design that needs more travel must change the drive or the structure.

## Model and energy

A plate of area $A$ hangs on a spring of constant $K$ above a fixed electrode. The gap is $g$ at zero voltage, and $x$ is the travel towards the electrode, so the remaining gap is $d=g-x$. The plate translates without tilting, the field between the electrodes is uniform, and the gap has the permittivity $\varepsilon_0$ of vacuum, a good approximation for air. A source holds the voltage $V$ and raises it slowly enough for the plate to remain at rest in its energy minimum. Nothing stops the plate before $g/3$.

The capacitance is $C=\varepsilon_0A/(g-x)$ and the charge is $Q=CV$. The spring stores $Kx^2/2$ and the field stores $CV^2/2$. At fixed voltage the source delivers the work $V\,dQ$ when the charge changes, so its own energy changes by $-VQ=-CV^2$, apart from a constant. The energy to be minimised is the sum of all three:

$$U=\frac{Kx^2}{2}+\frac{CV^2}{2}-CV^2=\frac{Kx^2}{2}-\frac{\varepsilon_0AV^2}{2(g-x)}.$$

Since $d(g-x)^{-1}/dx=(g-x)^{-2}$,

$$U'=Kx-F,\qquad F=\frac{\varepsilon_0AV^2}{2(g-x)^2}.$$

The pull $F$ is positive towards the electrode. An isolated charge gives the same force: its field energy is $Q^2/(2C)=Q^2(g-x)/(2\varepsilon_0A)$, whose negative derivative is $Q^2/(2\varepsilon_0A)$, and $Q=\varepsilon_0AV/(g-x)$ turns this into $F$. The two drives differ in how the force changes as the plate moves.

## Balance and stability

At rest $U'=0$, so $Kx=F$. Solved for the voltage, this is the balance curve

$$V_b^2(x)=\frac{2K}{\varepsilon_0A}\,x(g-x)^2.$$

A rest position is stable if $U''>0$. Differentiating $U'$ once more gives

$$U''=K-\frac{\varepsilon_0AV^2}{(g-x)^3}.$$

On the balance curve $\varepsilon_0AV^2=2Kx(g-x)^2$, hence

$$U''=K-\frac{2Kx}{g-x}=K\,\frac{g-3x}{g-x}.$$

The stiffness falls from $K$ at $x=0$ to zero at $x=g/3$ and is negative beyond. The position $g/3$ is therefore the limit of stable travel, whatever the values of $K$ and $A$.

The voltage at this limit is the highest on the balance curve, because

$$\frac{d}{dx}\left[x(g-x)^2\right]=(g-x)^2-2x(g-x)=(g-x)(g-3x)$$

is positive before $g/3$ and negative between $g/3$ and $g$. At the maximum, $x(g-x)^2=(g/3)(2g/3)^2=4g^3/27$, so

$$V_{PI}^2=\frac{2K}{\varepsilon_0A}\,\frac{4g^3}{27}=\frac{8Kg^3}{27\varepsilon_0A}.$$

The net force towards the electrode can be written

$$F-Kx=\frac{\varepsilon_0A}{2(g-x)^2}\left[V^2-V_b^2(x)\right].$$

For $V>V_{PI}$ the bracket is positive throughout the gap, and the plate snaps in. For $0<V<V_{PI}$ there are two rest positions in the gap: a stable one before $g/3$ and an unstable one beyond it.

## Tracing the curve in a program

With $y=x/g$ and $v=V/V_{PI}$, the balance condition becomes

$$y(1-y)^2=\frac{4v^2}{27}.$$

For $v>0$ this cubic also has a root with $y>1$, behind the fixed electrode, which a program must discard. At low voltage the stable root is $y\approx4v^2/27$, so the travel grows as the square of the voltage. Near the limit, put $y=1/3-\delta$:

$$\left(\tfrac13-\delta\right)\left(\tfrac23+\delta\right)^2=\left(\tfrac13-\delta\right)\left(\tfrac49+\tfrac43\delta+\delta^2\right)=\tfrac4{27}-\delta^2-\delta^3.$$

The terms linear in $\delta$ cancel, which is the mark of a maximum. Dropping $\delta^3$ and using $1-v^2\approx2(1-v)$ gives

$$\delta\approx\sqrt{\frac{8(1-v)}{27}}.$$

The slope $dx/dV$ grows without limit as $V$ approaches $V_{PI}$, so a voltage ramp is a poor way to locate the end point. It is better to step $x$ and compute $V_b(x)$, which is smooth through the maximum. If another attractive force $F_o(x)$ acts, the same procedure uses

$$V_b^2=\frac{2(g-x)^2}{\varepsilon_0A}\,[Kx-F_o(x)],$$

and the first maximum of $V_b$ marks the loss of stability on a slow ramp.

This also gives a rule for small corrections. At a maximum, a small shift in $x$ changes $V_b^2$ in second order, so the first-order change may be evaluated at $x=g/3$. An added pull that is a fraction $f$ of the electrical force there lowers $V_{PI}^2$ by the fraction $f$ and $V_{PI}$ by $f/2$. An added restoring force raises it by the same amount.

## Charge drive and stray capacitance

At fixed voltage the source supplies more charge as the gap closes, and the pull grows. If the charge on the plate is fixed instead, the force $Q^2/(2\varepsilon_0A)$ does not depend on $x$. Then $U''=K$, and in this model the whole gap is stable.

A real connection adds a stray capacitance $C_p$ in parallel, which exchanges charge with the plate. Let $Q$ now be the fixed total charge on both, and define $b=\varepsilon_0A/C_p$. The electrical energy is

$$\frac{Q^2}{2(C+C_p)}=\frac{Q^2}{2C_p}\,\frac{g-x}{g-x+b}=\frac{Q^2}{2C_p}\left[1-\frac{b}{g+b-x}\right].$$

Apart from a constant, this is the voltage-drive energy with $g$ replaced by $g+b$ and $V$ by $Q/C_p$. The travel limit is therefore $(g+b)/3$, if that lies within the gap. With $C_0=\varepsilon_0A/g$ we have $b=gC_0/C_p$. For a plate that cannot tilt, stability up to contact needs $(g+b)/3\ge g$, hence $b\ge2g$ and

$$C_p\le\frac{C_0}{2}.$$

For $C_p=C_0$ the limit is $2g/3$. For large $C_p$ it returns to $g/3$, because a large parallel capacitor acts as a voltage source.

## Insulating coat

An uncharged coat of thickness $t$ and relative permittivity $\kappa$ lies in series with the air gap:

$$\frac1C=\frac{g-x}{\varepsilon_0A}+\frac{t}{\kappa\varepsilon_0A}=\frac{g+t/\kappa-x}{\varepsilon_0A}.$$

Both the travel limit and $V_{PI}$ keep their form with $g$ replaced by $g+t/\kappa$. The plate must be able to reach the new limit before it touches the coat, which requires $(g+t/\kappa)/3<g$, or $t/\kappa<2g$.

## Sudden voltage step

If the full voltage is applied at once to a plate at rest at $x=0$, the plate overshoots its rest position. Without damping, its kinetic energy is $U(0)-U(x)$, which vanishes at a turning point:

$$\frac{Kx^2}{2}=\frac{\varepsilon_0AV^2}{2}\left(\frac1{g-x}-\frac1g\right)=\frac{\varepsilon_0AV^2}{2}\,\frac{x}{g(g-x)}.$$

Division by $x/2$, for $x>0$, gives $V^2=Kg\,x(g-x)/(\varepsilon_0A)$. The product $x(g-x)$ has its maximum $g^2/4$ at $x=g/2$. Above

$$V_{step}=\sqrt{\frac{Kg^3}{4\varepsilon_0A}}=\sqrt{\frac{27}{32}}\,V_{PI}\approx0.919\,V_{PI}$$

there is no turning point, and the plate snaps in. Damping removes energy, so a damped plate started in this way has its threshold above $V_{step}$. With damping strong enough to prevent overshoot, the threshold is $V_{PI}$.

## When tilt matters

Let a square plate of side $a$ tilt by a small angle $\theta$ about a central axis parallel to one side. At distance $s$ from the axis the gap is $d+\theta s$. The linear term of $1/(d+\theta s)$ averages to zero and the mean of $s^2$ is $a^2/12$, so

$$C\approx\frac{\varepsilon_0A}{d}\left(1+\frac{\theta^2a^2}{12d^2}\right).$$

The energy $-CV^2/2$ then contributes $-\tfrac12\theta^2\,\varepsilon_0AV^2a^2/(12d^3)$. At pull-in $U''=0$ means $\varepsilon_0AV^2/d^3=K$, so the tilt stiffness is reduced by $Ka^2/12$. Four corner springs of constant $K/4$ are each displaced by $\theta a/2$ and store $\tfrac12\theta^2Ka^2/4$. Their stiffness $Ka^2/4$ is three times the reduction, and translation fails first. If all springs sit at distance $\ell$ from the axis, their tilt stiffness is $K\ell^2$. Under voltage drive, tilt then fails first when $\ell<a/\sqrt{12}\approx0.29a$.

Charge drive reaches smaller gaps, where tilt matters more. At fixed total charge, a small change $\Delta C$ at constant $x$ changes the electrical energy by $-V^2\Delta C/2$ to first order, so the tilt stiffness is again reduced by $\varepsilon_0AV^2a^2/(12d^3)$. With $\varepsilon_0AV^2=2Kxd^2$ from the balance, this is $Kxa^2/(6d)$. It reaches the corner-spring stiffness $Ka^2/4$ at $x=3d/2$, or $x=3g/5$. With corner springs, tilt therefore ends the stable travel there, unless translation fails earlier.

## Worked example

The following are rough values in the regime of an electrostatic micro-relay: $a=30$ µm, $A=900$ µm², plate thickness 2 µm, $g=200$ nm and $K=50$ N/m. The initial capacitance is $C_0=39.84$ fF. Since $\varepsilon_0A=C_0g$,

$$V_{PI}^2=\frac{8Kg^2}{27C_0}=\frac{8(50)(2\times10^{-7})^2}{27(3.984\times10^{-14})}\ \mathrm{V^2}=14.87\ \mathrm{V^2},$$

so $V_{PI}=3.86$ V. The stable travel ends at 66.7 nm, with 133.3 nm of gap left and a capacitance $3/2$ times the initial one, 59.8 fF. The force is $Kg/3=3.33$ µN, or 3700 Pa over the plate.

Numerical minimisation of $U$ over $0<x<g/3$ gives the travel on a slow ramp:

| $V/V_{PI}$ | $V$ (V) | $x$ (nm) |
|---|---|---|
| 0.50 | 1.93 | 8.0 |
| 0.80 | 3.09 | 24.7 |
| 0.90 | 3.47 | 35.5 |
| 0.99 | 3.82 | 56.1 |

The last one per cent of voltage covers $66.7-56.1=10.6$ nm. The square-root law gives $200\sqrt{0.08/27}=10.9$ nm; the dropped cubic term accounts for most of the difference. A sudden undamped step needs 3.54 V. A fixed charge with $C_p=C_0$ would extend the stable travel to 133.3 nm if the plate could not tilt; with four corner springs, tilt ends it at $3g/5=120$ nm.

## Size of the neglected effects

**Coat.** With the air gap held at 200 nm, a 5 nm coat with $\kappa=4$ adds 1.25 nm to the effective gap. The voltage rises by the factor $(201.25/200)^{3/2}$, or 0.94 %, to 3.89 V.

**Fringing.** Just outside the gap, at distances $r\gg d$ from the edge, the two conductors bound a wedge of angle $\alpha$ in which the potential varies linearly with angle. The field at their surfaces is $V/(\alpha r)$. The resulting charge gives an extra capacitance per edge length of $(\varepsilon_0/\alpha)\ln(1/d)$ plus terms independent of $d$, to leading order for a wide plate. Its derivative adds a force $\varepsilon_0V^2/(2\alpha d)$ per edge length. For perimeter $4a$, the ratio to the main force is $4d/(\alpha a)$. Thin equal plates have $\alpha=2\pi$, which gives 0.28 %. The plate here is much thicker than the gap. With an equally thick counter-electrode of the same outline $\alpha=\pi$ and the estimate doubles to 0.57 %; over a wide flat electrode $\alpha=\pi/2$ and it is 1.1 %. The voltage falls by half these fractions.

**Surface force.** For perfect mirrors at zero temperature, the standard mode sum gives the Casimir pressure

$$P=\frac{\hbar c}{\pi^2d^4}\int_0^\infty\frac{u^3\,du}{e^{2u}-1}=\frac{\pi^2\hbar c}{240d^4}.$$

At $d=133.3$ nm this is 4.1 Pa, or 0.11 % of the electrical pressure.

**Plate bending.** Treat the plate as a strip supported along two opposite edges, where it is free to rotate, under uniform pressure $p$. Its bending moment is $ps(a-s)/2$, and a unit load at the centre gives the moment $s/2$ up to mid-span. With rigidity $D=Eh^3/12$ per width, thickness $h$ and modulus $E$, the curvature is the bending moment divided by $D$. By the principle of virtual work, the sag at the centre is the integral of this curvature times the moment of the unit load:

$$\frac2D\int_0^{a/2}\frac{ps(a-s)}2\,\frac s2\,ds=\frac{5pa^4}{384D}.$$

A rough modulus of 160 GPa gives 0.37 nm, about 0.5 % of the travel. Support at the corners alone is less stiff: a numerical thin-plate calculation with a Poisson ratio of 0.25 gives 0.68 nm, about 1 % of the travel.

**Heat.** At 300 K and zero voltage, equipartition gives an rms travel $\sqrt{k_BT/K}=0.009$ nm. At $0.99V_{PI}$ the energy difference between the unstable and stable roots of the balance equation is $2.3\times10^5\,k_BT$. Thermal escape is negligible there.

**Breakdown and tunnelling.** The field at pull-in is $3.86\ \mathrm V/133.3\ \mathrm{nm}=0.29$ MV/cm, about 0.3 of a rough submicron-gap strength of 1 MV/cm. For a rough work function $\phi=4.5$ eV, $eV_{PI}$ is smaller than $\phi$, so an electron at the Fermi level must tunnel across the whole gap. For flat surfaces without image forces, the exponent

$$\frac{2\sqrt{2m_e}}{\hbar}\int_0^d\sqrt{\phi-eV_{PI}z/d}\;dz$$

is about 2100, and the current is negligible. This estimate ends when the plate snaps in and the gap closes.

## Use for real structures

For the values used here, the largest shift of the pull-in voltage among the effects sized above would come from an undamped step, which lowers the threshold by 8 %. This needs weak damping, as in vacuum. In air at atmospheric pressure, the film squeezed between a solid plate of this width and the electrode damps the motion strongly, and the step threshold stays close to $V_{PI}$. Errors in the dimensions can matter more. Since $V_{PI}\propto g^{3/2}$, a gap 10 % larger raises the voltage by 15 % at fixed $K$ and $A$. A relay whose contacts touch before $g/3$ closes without reaching this instability. If a conductor beside an air gap is held at both ends of a free span, the span bends instead of translating. Its gap is then non-uniform, and neither the one-third limit nor the factor $8/27$ carries over without a beam calculation.
